\section*{Dynamical quadrupoles and the direction-dependent limit of electron-phonon coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section{What fails without the quadrupole}

Electron-phonon matrix elements can be computed on a coarse set of wavevectors and interpolated. This works if the function is smooth. In a polar crystal the potential of the dipoles, which grows as $1/q$, must be subtracted first. In silicon there is no such dipole, and the whole coupling might then be taken as smooth down to $q=0$.

For an electron in a silicon conduction valley this gives a wrong answer. The smooth part of its intravalley coupling to the zone-centre optical phonon vanishes by symmetry. In the calculation below, however, the coupling to the mode polarized along $z$ tends to $0.060$ Ha/bohr when $\mathbf q$ approaches zero along $[110]$, and to zero along $[100]$. No smooth function has two limits at one point. The missing term is the potential of the quadrupoles created by the moving atoms.

\section{Conventions and statement}

Atomic units are used until the scattering rate is computed. The crystal is an insulator with cell volume $\Omega$; the response is linear and static, so the phonon frequency is small compared with the gap. Atom $\kappa$ in the cell at $\mathbf R$ moves by
\begin{equation}
\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)} .
\end{equation}
Let $\bar\rho_{\kappa\alpha}(\mathbf x)$ be the charge density, ions included, induced per unit displacement of one atom along $\alpha$ while the macroscopic electric field is held at zero; $\mathbf x$ is measured from that atom. Its moments are
\begin{align}
\int\bar\rho_{\kappa\alpha}\,d^3x&=0, &
\int x_\beta\,\bar\rho_{\kappa\alpha}\,d^3x&=Z_{\kappa,\beta\alpha},\nonumber\\
\int x_\beta x_\gamma\,\bar\rho_{\kappa\alpha}\,d^3x&=Q_{\kappa\alpha}^{\beta\gamma}. &&
\label{moments}
\end{align}
The first vanishes because moving an atom creates no charge, $Z$ is the Born charge and $Q$ the dynamical quadrupole. The origin matters: moving it by $\mathbf s$ changes $Q_{\kappa\alpha}^{\beta\gamma}$ by $-s_\beta Z_{\kappa,\gamma\alpha}-s_\gamma Z_{\kappa,\beta\alpha}$.

The result is the macroscopic potential energy $\phi$ of an electron. With repeated Cartesian indices summed,
\begin{equation}
\phi(\mathbf q)=\frac{4\pi}{\Omega}\,
\frac{\sum_\kappa\left(iq_\beta Z_{\kappa,\beta\alpha}
+\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}\right)u_{\kappa\alpha}}
{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}+O(q),
\label{main}
\end{equation}
where $\boldsymbol\varepsilon$ is the dielectric tensor at clamped ions. The first term scales as $1/q$. In the second, two powers of $q$ cancel and only the direction $\hat{\mathbf q}$ remains. There is an exception: if $\sum_\kappa Q_{\kappa\alpha}^{\beta\gamma}u_{\kappa\alpha}$ is proportional to $\varepsilon_{\beta\gamma}$, the second term is a constant.

\section{First derivation: the self-consistent response}

Write the periodic part of the perturbation as a vector over reciprocal-lattice vectors $\mathbf G$. In a mean-field theory such as density-functional theory, the electron density response is $\delta n=\chi_0\delta V$, with $\chi_0$ the response of independent electrons. The potential contains the ionic perturbation, the Coulomb potential of $\delta n$ and an exchange-correlation part.

One Coulomb component is singular as $q\to0$: the one at $\mathbf G=0$, with factor $4\pi/q^2$. Separate it for electrons and ions together. Let $N$ be the $\mathbf G=0$ component of the electron number density minus the ionic charge density, so that $\phi=4\pi N/q^2$. Then
\begin{equation}
\delta V=\delta\bar v+\phi\,e_0+\bar K\chi_0\,\delta V .
\label{scf}
\end{equation}
Here $e_0$ is the unit vector at $\mathbf G=0$, $\delta\bar v$ is the ionic perturbation without its macroscopic Coulomb part, and $\bar K$ is the remaining interaction. Moving the last term to the left and using linearity gives
\begin{equation}
\delta V=\delta\bar V+\phi W,
\label{split}
\end{equation}
\begin{equation}
\delta\bar V=(1-\bar K\chi_0)^{-1}\delta\bar v,\qquad
W=(1-\bar K\chi_0)^{-1}e_0 .
\end{equation}
Thus $\delta\bar V$ is the potential at zero macroscopic field, and $W$ is the total potential when a unit macroscopic potential is applied.

The density splits in the same way. Let $\bar N$ be the value of $N$ produced by $\delta\bar V$ and the ions, and let $\bar\chi=(\chi_0W)_{\mathbf G=0}$. Then $N=\bar N+\bar\chi\phi$, and
\begin{equation}
\phi=\frac{4\pi}{q^2}(\bar N+\bar\chi\phi)
\quad\Longrightarrow\quad
\phi=\frac{4\pi\bar N}{q^2-4\pi\bar\chi}.
\label{closed}
\end{equation}

Both parts of the fraction can now be expanded. With a gap, and with $\bar K$ regular at small $q$, $\bar N$ and $\bar\chi$ are smooth functions of $\mathbf q$. A constant potential moves no charge, so $\bar\chi$ has no constant term. It is also even in $\mathbf q$: the static response is a second derivative of an energy and is therefore unchanged when its two positions are exchanged, which replaces $\mathbf q$ by $-\mathbf q$. Hence it starts at second order, and
\begin{equation}
q^2-4\pi\bar\chi=\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q+O(q^4).
\label{den}
\end{equation}
The absence of a cubic term matters. Such a term, multiplied by the dipole, would have contributed at the same order as the quadrupole.

For the numerator, superpose the charge clouds of all atoms with their phases. The Fourier component of the sum is the transform of one cloud divided by $\Omega$. Expanding the exponential and using (\ref{moments}),
\begin{align}
\int e^{-i\mathbf q\cdot\mathbf x}\bar\rho_{\kappa\alpha}\,d^3x
&=\int\left[1-iq_\beta x_\beta-\tfrac12q_\beta q_\gamma x_\beta x_\gamma+\dots\right]\bar\rho_{\kappa\alpha}\,d^3x\nonumber\\
&=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3).
\label{ft}
\end{align}
Electrons carry charge $-1$, so $\bar N$ is minus the charge density:
\begin{equation}
\Omega\bar N=\sum_\kappa\left(iq_\beta Z_{\kappa,\beta\alpha}+\tfrac12q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}\right)u_{\kappa\alpha}+O(q^3).
\end{equation}
Inserting this and (\ref{den}) in (\ref{closed}) gives (\ref{main}).

\subsection{Other terms of the same order in a polar crystal}

The electron feels all of $\delta V$, not $\phi$ alone. Since a constant potential produces no density response, $\chi_0e_0=O(q)$ and $W=e_0+w$ with $w=O(q)$. Let $|m\rangle$ and $|n\rangle$ be the periodic parts of the final and initial Bloch states, at $\mathbf k+\mathbf q$ and $\mathbf k$. The matrix element is
\begin{equation}
g_{mn}=\langle m|\delta\bar V|n\rangle+\phi\left(\langle m|n\rangle+\langle m|w|n\rangle\right).
\label{g}
\end{equation}
The dipole part of $\phi$ is of order $1/q$. Multiplied by $w$, or by the first-order change of the overlap $\langle m|n\rangle$, it gives further terms of order $q^0$. In a polar crystal the quadrupole is therefore one of several terms at this order. When the net dipole vanishes, these companions are of order $q$, and the nonanalytic part of the intraband limit is the quadrupole potential itself.

\section{Second derivation: the force on an atom}

The same potential follows from reciprocity, without an equation for the electron orbitals. Put a weak external charge $\rho_te^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ into the crystal with its atoms fixed. At long wavelength it produces the macroscopic electric potential
\begin{equation}
\Phi=\frac{4\pi\rho_t}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.
\label{Phi}
\end{equation}

To find the force on an atom, consider the energy as a function of the displacements and of the macroscopic potential. Its derivative with respect to the potential is the charge density; its derivative with respect to a displacement is minus the force. The order of the mixed second derivative is immaterial, so the force per unit potential is minus the charge per unit displacement, taken at fixed macroscopic potential. That charge is $\bar\rho_{\kappa\alpha}$, and
\begin{equation}
F_{\kappa\alpha}=-\int\bar\rho_{\kappa\alpha}(\mathbf x)\,\Phi(\mathbf r_\kappa+\mathbf x)\,d^3x ,
\end{equation}
where $\Phi(\mathbf r)$ is the macroscopic potential as a function of position, local fields excluded because $\bar\rho$ already contains their effect, and $\mathbf r_\kappa$ the atomic position. Expand it about the atom. The constant term drops because the total charge is zero. With $E_\beta=-\partial_\beta\Phi$,
\begin{equation}
F_{\kappa\alpha}=Z_{\kappa,\beta\alpha}E_\beta+\tfrac12Q_{\kappa\alpha}^{\beta\gamma}\,\partial_\gamma E_\beta+\dots
\label{force}
\end{equation}
This gives the quadrupole a second meaning: it is the force on an atom in a field gradient, as the Born charge is the force in a uniform field.

For the wave, $E_\beta=-iq_\beta\Phi$ and $\partial_\gamma E_\beta=(iq_\gamma)(-iq_\beta)\Phi=q_\beta q_\gamma\Phi$. The force amplitude is
\begin{equation}
F_{\kappa\alpha}=\left(-iq_\beta Z_{\kappa,\beta\alpha}+\tfrac12q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}\right)\Phi .
\end{equation}
Now let the atoms move with amplitudes $\mathbf u_\kappa$, plus complex conjugate, while the external charge stays fixed. The energy per cell bilinear in the charge and the displacement is minus the force times the displacement. It is also the energy of the external charge in the electric potential $\varphi$ made by the phonon:
\begin{equation}
\Omega\rho_t^*\varphi+\text{c.c.}=-\sum_\kappa F_{\kappa\alpha}^*u_{\kappa\alpha}+\text{c.c.}
\end{equation}
Complex conjugation of the force reverses the sign of its dipole term. Since $\rho_t$ has an arbitrary phase, its coefficients on the two sides must agree. With (\ref{Phi}),
\begin{equation}
\varphi=-\frac{4\pi}{\Omega}\,
\frac{\sum_\kappa\left(iq_\beta Z_{\kappa,\beta\alpha}+\tfrac12q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}\right)u_{\kappa\alpha}}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.
\end{equation}
An electron has energy $\phi=-\varphi$, which is (\ref{main}) again.

\section{Silicon, and the acoustic case}

Around each silicon site, twofold rotations about the cube axes reverse two coordinates at a time. A component of $Q_{\kappa\alpha}^{\beta\gamma}$ survives all three if $x$, $y$ and $z$ occur with equal parity among its three indices, so each must occur once. Threefold rotations make these components equal. Inversion about the middle of a bond exchanges the atoms and reverses a third-rank tensor. Therefore $Q_1=-Q_2$, with one constant $Q$ for atom 1. Its sign depends on the orientation; the numbers below have atom 2 at $\tfrac a4(1,1,1)$ from atom 1, with $a$ the cubic lattice constant.

Take the optical pattern $\mathbf u_1=-\mathbf u_2=u\hat{\mathbf z}$. The Born charges of the two atoms are equal by symmetry, so the dipoles cancel. Atom 1 contributes $\tfrac12(q_xq_y+q_yq_x)Qu=q_xq_yQu$; atom 2 has both signs reversed and contributes the same. Hence
\begin{equation}
\frac{\phi}{u}=D_Q\,2\hat q_x\hat q_y,\qquad D_Q=\frac{4\pi Q}{\Omega\varepsilon}.
\label{DQ}
\end{equation}
Along $[100]$ this is zero. Along $[110]$ it is $D_Q$, although the displacement is transverse to $\mathbf q$. Along $[111]$ it is $\tfrac23D_Q$.

The three optical modes are degenerate at the zone centre, so their squared couplings add:
\begin{equation}
D^2(\hat{\mathbf q})=4D_Q^2(\hat q_x^2\hat q_y^2+\hat q_y^2\hat q_z^2+\hat q_z^2\hat q_x^2).
\end{equation}
For the average over directions, square $\hat q_x^2+\hat q_y^2+\hat q_z^2=1$ and use $\langle\hat q_x^4\rangle=\tfrac15$: $1=\tfrac35+6\langle\hat q_x^2\hat q_y^2\rangle$, so $\langle\hat q_x^2\hat q_y^2\rangle=\tfrac1{15}$ and $\langle D^2\rangle=\tfrac45D_Q^2$.

For an acoustic wave the atoms of a cell move together in the limit $q\to0$. The dipoles cancel because a rigid translation creates no polarization, $\sum_\kappa Z_\kappa=0$. In silicon the quadrupoles cancel too. In a crystal without inversion symmetry $\sum_\kappa Q_\kappa$ can remain, and $\phi$ is then finite: this is part of the piezoelectric coupling. Relative displacements of order $q$, multiplied by the $1/q$ dipole potential, supply another part of the same order.

Two derivations have given the macroscopic potential (\ref{main}), and in silicon its quadrupole term makes the optical coupling depend on the direction of $\mathbf q$ even as $q\to0$. It remains to test the expansion numerically, to find the size of $D_Q$ and its effect on electron scattering and mobility, and to compare what the two derivations assume.
